Decay of Free Charge in a Homogeneous Ohmic Dielectric

**Result and conventions**

Let a dielectric at rest have permittivity ε and conductivity σ, both scalars that are uniform in space and constant in time. If its current obeys Ohm's law, the free charge density at every interior point r decays as

ρ(r,t) = ρ(r,0) exp(−t/τ),  τ = ε/σ.  (1)

The time constant τ is called the dielectric relaxation time. It contains neither the size of the sample nor the shape of the charge distribution. Equation (1) concerns the bulk: the charge that leaves it arrives at surfaces, electrodes or interfaces, where other laws apply.

SI units are used. The permittivity is ε = κε₀, where κ is the relative permittivity. The density ρ is the net density of all charge other than polarization charge. It is not the density of carriers: a neutral conductor has ρ = 0 although it contains many mobile carriers.

The question arises for the insulating films between the metal lines of a chip. Plasma processing can leave charge in such a film, and energetic photons can make the film temporarily more conducting. Equation (1) tells how long the charge stays, provided that the film behaves as a homogeneous ohmic medium. A strongly charged film does not if it has too few carriers, free or exchangeable with traps, to neutralize the charge; see condition (10) below and the remarks that follow it.

**From charge conservation to the decay law**

Consider a fixed volume inside the material. The charge in it falls at the rate at which current flows out through its surface:

d/dt ∫ρ dV = −∮J·dA.  (2)

Here J is the current density and dA points outward. The divergence theorem turns the right side into −∫∇·J dV. Since the volume is fixed, the time derivative may be taken inside the integral on the left. The equality holds for every small volume, so the integrands agree:

∂ρ/∂t = −∇·J.  (3)

This is the continuity equation. Below, J will be the ohmic current alone. This requires that no charge is injected from outside, for instance by an electron beam that stops in the film. Light that creates electrons and holes in pairs adds no net charge and is allowed.

The material enters through two relations and Gauss's law:

J = σE,  D = εE,  ∇·D = ρ.  (4)

The first relation leaves out diffusion and the motion of the material itself. Both relations also assume an instantaneous response, so τ must be long compared with the times in which the carriers and the polarization adjust to a changed field.

Eliminate E from the first two relations to get J = (σ/ε)D. For the moment let σ and ε depend on position, though not on time. The product rule for the divergence gives

∇·J = (σ/ε)∇·D + D·∇(σ/ε) = (σ/ε)ρ + D·∇(σ/ε).  (5)

Insert this in (3):

∂ρ/∂t = −(σ/ε)ρ − D·∇(σ/ε).  (6)

In a homogeneous medium the ratio σ/ε is the same everywhere, its gradient is zero, and with τ = ε/σ

∂ρ/∂t = −ρ/τ.  (7)

No spatial derivative is left, so (7) is an ordinary differential equation at each fixed point. Multiply it by exp(t/τ) and move all terms to one side:

exp(t/τ) ∂ρ/∂t + (1/τ) exp(t/τ) ρ = ∂/∂t [ρ exp(t/τ)] = 0.  (8)

The bracket therefore keeps its initial value ρ(r,0), and division by exp(t/τ) gives (1). This route involves no division by ρ, so it also covers points where the charge density is zero.

The units agree: ε is in F/m and σ in S/m, and F/S = (C/V)/(A/V) = C/A = s. The derivation did not assume that E is the gradient of a potential. It used Gauss's law and charge conservation, which also hold when fields vary in time.

The two material constants act in opposite directions. A larger σ gives more current for the same field. A larger ε gives less field for the same free charge, because polarization screens it. To see this, write the polarization as P = D − ε₀E = (1 − 1/κ)D. The polarization charge density is −∇·P = −(1 − 1/κ)ρ, so the total charge density is ρ/κ. The field that drives the charge apart is weakened accordingly, and the decay is slower.

**Why the pattern fades in place**

Integrate J = D/τ over a closed surface that lies inside the homogeneous medium. Gauss's law gives

∮J·dA = (1/τ)∮D·dA = Q_enclosed/τ.  (9)

The outward current depends on the enclosed charge and not on its position within the surface. A charge outside drives current through the enclosed region, but as much enters as leaves. By (1), a point with ρ = 0 at the start stays neutral, even while current passes through it on the way to the boundary.

A direct integration of Coulomb fields illustrates this. One elementary charge is placed off center in a cube of side 100 nm, in a medium with τ = 0.221 s. The current out of the cube is 7.24×10⁻¹⁹ A, equal to the charge divided by τ. With the charge outside, the net current is zero to within rounding error. For a single electron this current is to be read as the continuum average, not as a record of individual hops.

The initial pattern thus keeps its shape and loses height. It neither spreads nor travels. This is possible because the current is carried by the whole population of carriers, each moving a little, and not by the excess charge alone. The picture sets a condition on the constancy of σ. If the carriers have mobility μ, an excess charge density ρ can change the conductivity by an amount of order μ|ρ|. When the charge is carried or neutralized by a fixed population of free carriers, Ohm's law with a fixed σ therefore needs

μ|ρ| ≪ σ.  (10)

For a layer in its own field, the same condition follows from the distance the carriers travel. A charge layer of width w has a field of order |ρ|w/ε. In the time τ the carriers drift a distance of order μ(|ρ|w/ε)(ε/σ) = w μ|ρ|/σ, which is much less than w when (10) holds. If (10) fails for such a population, the charge itself can change the conductivity appreciably, and (1) is no longer justified.

Condition (10) is not necessary when traps exchange carriers with the band much faster than τ, as when light keeps ionizing them. The free-carrier density n is then set by the balance of release and capture, and most of the excess charge sits in the traps. With a density N of exchangeable trap states, σ changes by a fraction of order |ρ|/(eN), where e is the magnitude of the carrier charge. This is (10) with μ replaced by the effective mobility μn/N. Equation (1) can then hold with n far below |ρ|/e, provided that |ρ|/e ≪ N and that a carrier drifts and diffuses much less than w before it is captured.

Diffusion sets a second condition. Suppose that the current has the additional part −K∇ρ, with a constant diffusion coefficient K. Its contribution to −∇·J is K∇²ρ, so (7) becomes

∂ρ/∂t = −ρ/τ + K∇²ρ.  (11)

In the main part of a smooth pattern of width w, away from its far tails, the last term is of order Kρ/w². It is negligible compared with ρ/τ when Kτ ≪ w². Fine structure is therefore the first to feel diffusion.

Equation (11) applies when the charge itself is mobile. If the initial charge density ρ₀ is held in traps that neither release nor capture carriers, the carriers that neutralize it contribute the charge density ρ − ρ₀, and only this part diffuses. The last term is then K∇²(ρ − ρ₀). It does not vanish with ρ, and a net charge density of order (Kτ/w²)ρ₀ remains. In that case (1) is useful only while ρ is well above this level.

**Changing light and applied voltage**

Uniform illumination may change σ with time while it remains the same at all points. Steps (3) to (7) involve no time derivative of σ, so they stay valid with σ(t) in place of σ. For constant ε, the same method as in (8) gives

ρ(r,t) = ρ(r,0) exp[−(1/ε)∫₀ᵗ σ(t′) dt′].  (12)

What counts is the time integral of the conductivity. If σ is constant during each of two successive periods, the integral is a sum and the two decay factors multiply.

Now let the film lie between two parallel plates a distance d apart, and apply a constant voltage. By linearity, the field is the field of the charge with grounded plates plus a uniform field caused by the voltage. The uniform part adds the same current density at every depth. Its divergence is zero, so it removes no net charge from any interior point. As long as σ may be treated as fixed, a bias thus changes the current through a homogeneous film but not the decay of its bulk charge. A numerical test with fixed σ and 5 V across the film of the example below, followed until 1 % of the charge remained, confirmed this.

For real carriers the bias adds a condition to (10). If one kind of carrier with mobility μ dominates the conduction, a small excess of it drifts in the applied field E_b while it decays. The pattern stays in place only if the distance μ|E_b|τ covered in one relaxation time is much less than its width w. When the applied field is stronger than the field of the charge itself, this demands more than (10). If the charge is held in traps that neither release nor capture carriers, the carriers that neutralize it are displaced instead, and a net charge density of order μ|E_b|τ/w times the initial one remains. If the traps exchange carriers quickly, the effective mobility μn/N takes the place of μ in the drift distance.

**Where the charge goes**

For an isolated body the answer follows from conservation. The bulk loses the charge Q₀[1 − exp(−t/τ)], where Q₀ is its initial bulk charge, and the surface gains the same amount.

For a film between grounded plates the share of each plate can be found. Let x run from the left plate at x = 0 to the right plate at x = d, and count E and J positive to the right. The charge density depends on x alone and nowhere changes sign, so the mean position defined below lies inside the film. The charge per area Q and its mean position x̄ are

Q = ∫₀ᵈ ρ dx,  x̄ = (1/Q)∫₀ᵈ xρ dx.  (13)

Gauss's law in one dimension is dD/dx = ρ, hence

D(x) = D(0) + ∫₀ˣ ρ(x′) dx′.  (14)

Both plates have the same potential, so ∫₀ᵈ E dx = 0. Because ε is uniform, ∫₀ᵈ D dx = 0 as well. Integrate (14) over the film. In the double integral, the charge at x′ contributes for all x from x′ to d, a length d − x′:

0 = D(0)d + ∫₀ᵈ (d − x′)ρ(x′) dx′ = D(0)d + Q(d − x̄).  (15)

This gives D(0), and D(d) = D(0) + Q follows from (14). Division by ε yields

E(0) = −(Q/ε)(1 − x̄/d),  E(d) = (Q/ε)(x̄/d).  (16)

For positive Q the field points away from the charge on both sides, and it is stronger at the nearer plate.

With grounded plates, multiplying the charge density by the same factor at all points multiplies the whole field by that factor. Since ρ keeps its shape, x̄ stays fixed and the whole field decays as exp(−t/τ). The left plate receives charge at the rate −J(0) = −σE(0), because current toward it flows in the negative direction. Its total per area up to time t is

q_left = (σQ/ε)(1 − x̄/d)∫₀ᵗ exp(−t′/τ) dt′ = Q(1 − x̄/d)[1 − exp(−t/τ)].  (17)

The last step uses ∫₀ᵗ exp(−t′/τ) dt′ = τ[1 − exp(−t/τ)] and στ/ε = 1. In the same way, the right plate receives

q_right = Q(x̄/d)[1 − exp(−t/τ)].  (18)

The sum of (17) and (18) is the charge lost by the bulk.

An ammeter in the wire between the plates would nevertheless read zero. The surface charge per area on the left plate is D(0), which is negative for positive Q. It changes through conduction from the film, at the rate −J(0), and through current from the wire, i per area:

dD(0)/dt = −J(0) + i.  (19)

But D(0) decays with time constant τ, so dD(0)/dt = −D(0)/τ = −J(0), and therefore i = 0. The arriving charge cancels the charge induced on the plate beforehand. In a homogeneous film at zero voltage, the relaxation gives no signal in the external circuit.

**A model film in the dark and in the light**

Take a model film with κ = 2.5 and d = 200 nm between grounded plates. Its conductivity is 1.0×10⁻¹³ S/m in the dark and 1.0×10⁻¹⁰ S/m under uniform illumination. These are round model values, not data for a named material. The permittivity is 2.2135×10⁻¹¹ F/m, so

τ_dark = (2.2135×10⁻¹¹)/(1.0×10⁻¹³) s = 221 s,
τ_light = (2.2135×10⁻¹¹)/(1.0×10⁻¹⁰) s = 0.221 s.  (20)

A fall to 1 % takes τ ln 100 = 4.605τ. This is 1019 s, or about 17 minutes, in the dark, and 1.02 s in the light.

The initial charge is a Gaussian layer centered at x̄ = 60 nm, with a standard deviation of 10 nm and Q = 1.0 mC/m². Its peak density is 3.99×10⁴ C/m³. With Q/ε = 45.2 MV/m and x̄/d = 0.30, equation (16) gives

E(0) = −0.70 × 45.2 MV/m = −31.6 MV/m,
E(d) = 0.30 × 45.2 MV/m = 13.6 MV/m.  (21)

The larger magnitude is 0.316 MV/cm.

The film spends 10 s in the dark and then 0.5 s in the light. By (12) the remaining fraction is

f = exp(−10/221.35) exp(−0.5/0.22135) = 0.956 × 0.1045 = 0.0999.  (22)

Ten seconds of darkness remove about 4 % of the charge. Half a second of light removes about 90 % of what is left. A calculation on a grid, which finds the field from the charge and advances the charge by the divergence of the current, gives a peak fraction of 0.0999 too. Its largest deviation from the formula is 0.04 % of the peak density at that time.

Over both periods, the bracket in (17) and (18) is replaced by 1 − f = 0.900. The left plate receives 0.70 × 0.900 mC/m² = 0.630 mC/m², and the right plate 0.30 × 0.900 mC/m² = 0.270 mC/m². Together they have 0.900 mC/m², the amount lost by the film.

Condition (10) shows how much the model asks for here. At the initial peak, σ/ρ is 2.5×10⁻¹⁸ m²/(V s) in the dark and 2.5×10⁻¹⁵ m²/(V s) in the light. The mobility, or the effective mobility μn/N if traps exchange carriers quickly, must be far below these values for σ to be unaffected by the charge. For one kind of carrier with density n and a charge of magnitude e, σ = enμ, so (10) also reads n ≫ |ρ|/e = 2.5×10²³ m⁻³. An insulating film with fewer mobile carriers does not meet this, however small its conductivity; it can then follow (1) only through a reservoir such as exchangeable trap states with N ≫ 2.5×10²³ m⁻³. The example takes the condition for granted, together with negligible diffusion, so its times illustrate the equations and are not estimates for a real film. A real film has to be examined on both points, and also for deep traps and for conduction that depends on the field. The last point is not small here: at 31.6 MV/m and κ = 2.5, the Poole–Frenkel lowering √(eE/(πε)) of a Coulombic trap barrier is 0.27 V, about ten times the thermal voltage at 300 K. The decay of ρ also says nothing about broken bonds or other chemical damage, which do not appear in the equations.

**Light that is absorbed with depth**

Equation (6) shows which uniformity matters: that of the ratio σ/ε. If σ and ε vary in proportion, the gradient term vanishes and (1) still holds. If the ratio varies, a neutral region can become charged.

Suppose that the light enters from the left and that its effect falls off over a depth L = 50 nm, while ε stays uniform:

σ(x) = σ_dark + σ_ph exp(−x/L),  σ_ph = 1.0×10⁻¹⁰ S/m.  (23)

In one dimension, D·∇(σ/ε) = εE (1/ε) dσ/dx = E dσ/dx, and (6) becomes

∂ρ/∂t = −(σ/ε)ρ − E dσ/dx.  (24)

Return to the initial charge layer and look at x = 120 nm, six standard deviations to the right of its center. The charge density there is 6×10⁻⁴ C/m³, negligible beside the peak. The field is 13.553 MV/m, and the slope of the conductivity is

dσ/dx = −(σ_ph/L) exp(−120/50) = −1.814×10⁻⁴ S/m².  (25)

The first term of (24) is negligible at this point, and the second gives

∂ρ/∂t = −(13.553×10⁶)(−1.8144×10⁻⁴) C/(m³ s) = 2459 C/(m³ s).  (26)

This initial rate is about 6 % of the original peak density per second. The sign has a simple origin. To the right of the layer the current flows toward less conducting material, so more charge enters a thin slice than leaves it, and positive charge builds up. To the left of the layer E is negative while dσ/dx is still negative, so −E dσ/dx is negative and negative charge builds up. The rate in (26) holds at the start; the field changes as the charge is rearranged. Equation (24) also leaves out diffusion. Uneven light makes the carrier density uneven, and if electrons and holes diffuse at different rates, this drives a current even where ρ = 0.

Under a steady bias such a film need not become neutral at all. In a steady state ∇·J = 0, and with D = (ε/σ)J Gauss's law gives

ρ = ∇·[(ε/σ)J] = J·∇(ε/σ).  (27)

A steady current that flows toward lower conductivity at uniform ε maintains a positive charge density. Uniform light discharges the bulk, whereas unevenly absorbed light can also put charge where there was none.

**Charge at an interface**

An abrupt boundary between two dielectrics is the extreme case of a varying ratio. Let layer 1, of thickness a, lie to the left of layer 2, of thickness b, between grounded plates. Both layers are homogeneous and neutral inside, and their interface carries a charge s per area. The fields E₁ and E₂ are then uniform within each layer. Gauss's law, continuity and zero voltage read

s = ε₂E₂ − ε₁E₁,  ds/dt = σ₁E₁ − σ₂E₂,  aE₁ + bE₂ = 0.  (28)

The last relation gives E₂ = −(a/b)E₁. Insert this in the other two:

s = −E₁(ε₁b + ε₂a)/b,  ds/dt = E₁(σ₁b + σ₂a)/b.  (29)

Elimination of E₁ gives ds/dt = −s/τ_s, with

τ_s = (ε₁b + ε₂a)/(σ₁b + σ₂a).  (30)

The decay is again exponential, but its time constant now depends on the thicknesses. If both layers have the same ratio ε/σ = τ, then (30) reduces to τ, as it must. If layer 2 does not conduct, τ_s = (ε₁/σ₁)[1 + ε₂a/(ε₁b)], which is longer than the relaxation time of layer 1. The delay is large when the insulating layer is thin, because most of the field of the charge then passes through that layer to the nearby plate, and little is left in layer 1 to drive the charge away. The discharge time of interface charge is therefore not, in general, the ε/σ of either layer. Charge inside a homogeneous layer still decays there with that layer's own ε/σ, by (7).

The numerical output below lists the main values of the film and cube examples. The interface formulas of this section were not part of the numerical test.

Calculated quantities

```
INPUTS
relative permittivity: 2.5 (no unit)
permittivity: 2.2135e-11 F/m
dark conductivity: 1.0e-13 S/m
illuminated conductivity: 1.0e-10 S/m
film thickness: 200 nm
charge-layer center: 60 nm
charge-layer standard deviation: 10 nm
charge per area: 1.000 mC/m^2
initial peak charge density: 3.9894e+04 C/m^3
dark duration: 10.0 s
light duration: 0.5 s
RELAXATION
dark relaxation time: 221.35 s
light relaxation time: 0.22135 s
dark time to one percent: 1019.4 s
light time to one percent: 1.0194 s
fraction after dark, formula: 0.95583
light-phase factor, formula: 0.10447
fraction after both, formula: 0.09986
peak fraction after both, grid: 0.09990
largest grid error / peak after both: 3.6e-04
bias in the bias test: 5.0 V
PLATES
initial field at left plate: -31.623 MV/m
initial field at right plate: 13.553 MV/m
charge to left plate, formula: 0.6301 mC/m^2
charge to left plate, grid: 0.6301 mC/m^2
charge to right plate, formula: 0.2700 mC/m^2
charge to right plate, grid: 0.2700 mC/m^2
charge lost by bulk, grid: 0.9001 mC/m^2
CUBE IN UNIFORM MEDIUM, ONE ELEMENTARY CHARGE, LIGHT
cube side: 100 nm
current, charge over tau: 7.2381e-19 A
current, charge inside, quadrature: 7.2381e-19 A
outside-charge current / (charge/tau): 1.8e-15
DEPTH-DEPENDENT LIGHT
absorption depth: 50 nm
probe depth: 120 nm
initial charge density at probe: 6.1e-04 C/m^3
field at probe: 13.553 MV/m
conductivity slope at probe: -1.8144e-04 S/m^2
charging rate, formula: 2459.0 C/(m^3 s)
charging rate, grid: 2459.0 C/(m^3 s)
```
